# Channel-Potential Variance from Random Interface Charges beneath a Metal Gate: test program

```python
# Result under test: the variance of the potential in a channel beneath a metal
# gate, caused by independently placed point charges, is
#   sigma^2 = N q^2 / (2 pi eps0^2 (eps_ox+eps_s)^2) * J,
#   J = sum_n (n+1) lam^n ln{[s+(n+1)t]^2 / ([s+d+n t][s+(n+2)t-d])},
# which diverges as ln[t/(s+d)] when s+d -> 0.
# t: oxide thickness; d: set-back of charges into the oxide; s: channel depth in
# the semiconductor; N: charges per area; lam=(eps_s-eps_ox)/(eps_s+eps_ox).
# Lengths are in nm, potentials in V, areal densities in nm^-2.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, trapezoid
from scipy.linalg import solve_banded
from scipy.special import digamma

# Rough, round parameters in the regime of a silicon-carbide power transistor
t = 50.0
eps_ox, eps_s = 3.9, 10.0
N = 1e12 * 1e-14
mean_depth = 2.5
b = 3.0 / mean_depth                 # profile g(z) = b^3 z^2 exp(-b z)/2
acceptors = 1e17 * 1e-21             # nm^-3
band_bending = 2.8                   # V
valleys, mass_plane = 3, 0.4         # rough band parameters
eps_in_plane, eps_axis = 9.7, 10.0   # rough anisotropic permittivities
T = 300.0

q_eps0 = const.e / const.epsilon_0 * 1e9       # V nm
total_eps = eps_ox + eps_s
lam = (eps_s - eps_ox) / total_eps
kT = const.k * T / const.e
sigma_unit = np.sqrt(N / (2 * np.pi)) * q_eps0 / total_eps
log_k = np.linspace(np.log(1e-7), np.log(1e5), 8001)
k_grid = np.exp(log_k)


def kernel(k, s, d, back=np.inf, eps=eps_s):
    """Potential per q/eps0; 'back' is the depth of a grounded back plane."""
    y = np.exp(-2 * k * t)
    oxide = np.exp(-k * d) * (1 - np.exp(-2 * k * (t - d)))
    oxide = oxide / (eps_ox * (1 + y) + eps / np.tanh(k * back) * (1 - y))
    body = np.exp(-k * s) * (1 - np.exp(-2 * k * (back - s)))
    return oxide * body / (1 - np.exp(-2 * k * back)) / k


def reflection(k):
    c = eps_ox / np.tanh(k * t)
    return (eps_s - c) / (eps_s + c)


def J_k(factor=1.0, s=0.0, d=0.0, back=np.inf, eps=eps_s):
    """k-space quadrature; factor multiplies the potential amplitude."""
    amplitude = total_eps * k_grid * kernel(k_grid, s, d, back, eps) * factor
    return trapezoid(amplitude**2, log_k)


def J_series(s, d=0.0):
    n = np.arange(100)
    ratio = (s + (n + 1) * t)**2 / ((s + d + n * t) * (s + (n + 2) * t - d))
    return np.sum((n + 1) * lam**n * np.log(ratio))


def images(r, s, d):
    """Real-space potential divided by q/(2 pi eps0 (eps_ox+eps_s))."""
    out = np.zeros_like(r)
    for n in range(50):
        near, far = s + d + 2 * n * t, s + 2 * (n + 1) * t - d
        out += lam**n * (1 / np.sqrt(r**2 + near**2) - 1 / np.sqrt(r**2 + far**2))
    return out


def poisson_numeric(k, source, reader, back):
    """Finite-volume solution; heights are positive in the oxide."""
    h = 0.1
    z = -back + h * np.arange(1, int(round((back + t) / h)))
    upper = np.where(z + h / 2 > 0, eps_ox, eps_s)
    lower = np.where(z - h / 2 > 0, eps_ox, eps_s)
    bands = np.zeros((3, len(z)))
    bands[0, 1:] = -upper[:-1] / h
    bands[1] = (upper + lower) / h + k**2 * h * (upper + lower) / 2
    bands[2, :-1] = -lower[1:] / h
    rhs = np.zeros(len(z))
    rhs[np.argmin(abs(z - source))] = 1.0
    phi = solve_banded((1, 1), bands, rhs)
    return phi[np.argmin(abs(z - reader))]


# Layer kernels against direct solution of Poisson's equation
for k, s, d, back in [(0.05, 2, 0, 300), (0.3, 1, 2, 300), (0.01, 3, 1, 100)]:
    expected = kernel(k, s, d, back if back == 100 else np.inf)
    assert abs(poisson_numeric(k, d, -s, back) / expected - 1) < 1e-3
k = 0.1
inside = (np.exp(-2 * k) + reflection(k) * np.exp(-8 * k)) / (2 * eps_s * k)
assert abs(poisson_numeric(k, -3, -5, 300) / inside - 1) < 1e-3

# Logarithmic series against quadrature in k space and in real space
log_r = np.linspace(np.log(1e-4), np.log(1e6), 12001)
r_grid = np.exp(log_r)
for s, d in [(2.0, 1.0), (0.5, 0.0), (0.0, 2.0), (20.0, 10.0)]:
    J_real = trapezoid((r_grid * images(r_grid, s, d))**2, log_r)
    assert abs(J_real - J_series(s, d)) < 1e-4
    assert abs(J_k(s=s, d=d) - J_series(s, d)) < 1e-4

# Mean potential of charges of one sign
mean_real = N * q_eps0 / total_eps * trapezoid(r_grid**2 * images(r_grid, 0, 2.0), log_r)
assert abs(mean_real / (N * q_eps0 * (t - 2.0) / eps_ox) - 1) < 1e-3

# Divergence for coincident planes, and the constant beside the logarithm
def J_cut(radius):
    x = np.linspace(np.log(radius), np.log(1e6), 12001)
    return trapezoid((np.exp(x) * images(np.exp(x), 0, 0))**2, x)

cut_growth = J_cut(0.001) - J_cut(0.01)
assert abs(cut_growth - np.log(10)) < 2e-3
n = np.arange(2, 120)
C = -np.sum(lam**(n - 2) * (1 - lam) * ((n - 1) - (n + 1) * lam) * np.log(n))
assert abs(J_k(s=0.01) - np.log(t / 0.01) - C) < 1e-3

# Finite thickness: profile factor, exact average and equivalent depths
F = (b / (b + k_grid))**3
factor_num = quad(lambda z: b**3 * z**2 / 2 * np.exp(-(b + 0.7) * z), 0, np.inf)[0]
assert abs(factor_num - (b / (b + 0.7))**3) < 1e-8
J_thick = J_k(F)
J_average = quad(lambda u: b**6 * u**5 * np.exp(-b * u) / 120 * J_series(u / 2),
                 0, 60 / b, limit=200)[0]
assert abs(J_thick - J_average) < 1e-4
s_equiv = np.exp(digamma(6)) / (2 * b)
assert abs(J_series(s_equiv) - J_thick) < 0.02
w = 0.05
slab = -np.expm1(-k_grid * w) / (k_grid * w)
assert abs(J_k(slab) - J_series(2 * w * np.exp(-1.5))) < 5e-3
ell = 0.05
J_blur = J_k(np.exp(-(k_grid * ell)**2 / 2))
assert abs(J_blur - J_series(ell * np.exp(-np.euler_gamma / 2) / 2)) < 5e-3

# Random placement: variance, signs, and finite quantile width at zero distance
rng = np.random.default_rng(12345)
disk, samples, batch = 5 * t, 4000, 500
depths = [2.0, 0.1, 0.0]
table_r = np.linspace(0, disk, 2001)
tables = []
for s in depths:
    rest = np.zeros_like(table_r)
    for n in range(50):
        rest -= lam**n / np.sqrt(table_r**2 + (s + 2 * (n + 1) * t)**2)
        if n > 0:
            rest += lam**n / np.sqrt(table_r**2 + (s + 2 * n * t)**2)
    tables.append(rest)
results = [[] for _ in depths]
signed = []
point_unit = q_eps0 / (2 * np.pi * total_eps)
for _ in range(samples // batch):
    counts = rng.poisson(N * np.pi * disk**2, batch)
    label = np.repeat(np.arange(batch), counts)
    r = disk * np.sqrt(rng.random(len(label)))
    signs = rng.choice([-1.0, 1.0], len(label))
    for i, s in enumerate(depths):
        phi = point_unit * (1 / np.sqrt(r**2 + s**2) + np.interp(r, table_r, tables[i]))
        results[i].append(np.bincount(label, phi, minlength=batch))
        if i == 0:
            signed.append(np.bincount(label, phi * signs, minlength=batch))
results = [np.concatenate(v) for v in results]
signed = np.concatenate(signed)
sigma_formula = sigma_unit * np.sqrt(J_series(2.0))
# sampling error of a variance is about 2.5 percent; the finite disk adds 1 percent
assert abs(np.var(results[0]) / sigma_formula**2 - 1) < 0.10
assert abs(np.var(signed) / sigma_formula**2 - 1) < 0.10
assert abs(signed.mean()) < 5 * sigma_formula / np.sqrt(samples)
half_width = [np.subtract(*np.percentile(v, [75, 25])) / 2 for v in results]
assert abs(half_width[2] / half_width[1] - 1) < 0.01

# Sizes of neglected effects
sigma_thick = sigma_unit * np.sqrt(J_thick)
x = k_grid / b
self_factor = (8 + 9 * x + 3 * x**2) / (8 * (1 + x)**3)
z = np.linspace(0, 25 / b, 1201)
g = b**3 * z**2 * np.exp(-b * z) / 2
pair = g[:, None] * g[None, :] * np.exp(-0.5 * abs(z[:, None] - z[None, :]))
numeric_self = simpson(simpson(pair, x=z, axis=1), x=z)
x0 = 0.5 / b
assert abs(numeric_self - (8 + 9*x0 + 3*x0**2) / (8 * (1 + x0)**3)) < 3e-4
interaction = (self_factor + reflection(k_grid) * F**2) / (2 * eps_s * k_grid)
# two-dimensional density of states, per V and nm^2
states = valleys * mass_plane * const.m_e / (np.pi * const.hbar**2) * const.e * 1e-18


def screened(density):
    response = states * -np.expm1(-density / (states * kT))
    return sigma_unit * np.sqrt(J_k(F / (1 + q_eps0 * response * interaction)))


weak, strong = 1e10 * 1e-14, 5e12 * 1e-14
sigma_weak, sigma_strong = screened(weak), screened(strong)
depletion = np.sqrt(2 * eps_s * band_bending / (q_eps0 * acceptors))


def dopant_depth_integral(k, s, W):
    R = reflection(k)
    direct = (2 - np.exp(-2*k*s) - np.exp(-2*k*(W - s))) / (2*k)
    cross = s * np.exp(-2*k*s) + (np.exp(-2*k*s) - np.exp(-2*k*W)) / (2*k)
    image = np.exp(-2*k*s) * (1 - np.exp(-2*k*W)) / (2*k)
    return direct + 2 * R * cross + R**2 * image


check = quad(lambda z: (np.exp(-0.1 * abs(s_equiv - z))
             + reflection(0.1) * np.exp(-0.1 * (s_equiv + z)))**2,
             0, depletion, points=[s_equiv])[0]
assert abs(check / dopant_depth_integral(0.1, s_equiv, depletion) - 1) < 1e-6
dopant_integral = trapezoid(dopant_depth_integral(k_grid, s_equiv, depletion), log_k)
sigma_dopant = q_eps0 / (2 * eps_s) * np.sqrt(acceptors / (2*np.pi) * dopant_integral)
edge_ratio = np.sqrt(J_k(s=s_equiv, back=depletion) / J_k(s=s_equiv))
stretch = np.sqrt(eps_in_plane / eps_axis)
F_aniso = (b / (b + k_grid * stretch))**3
sigma_aniso = sigma_unit * np.sqrt(J_k(F_aniso, eps=np.sqrt(eps_in_plane * eps_axis)))
smear = const.hbar / np.sqrt(12 * mass_plane * const.m_e * const.k * T) * 1e9
sigma_smear = sigma_unit * np.sqrt(J_k(F * np.exp(-(k_grid * smear)**2 / 2)))
field_weak = 10 * q_eps0 * (acceptors * depletion + weak) / eps_ox
field_strong = 10 * q_eps0 * (acceptors * depletion + strong) / eps_ox
added = 1e11 * 1e-14

print(f"Oxide thickness: {t:.0f} nm")
print(f"Relative permittivities, oxide and semiconductor: {eps_ox:.1f}, {eps_s:.1f}")
print(f"Charge density: {N*1e14:.1e} cm^-2")
print(f"Contrast lambda: {lam:.4f}")
print(f"Constant C(lambda): {C:.4f}")
print(f"Prefactor sigma_unit (J=1): {1e3*sigma_unit:.2f} mV")
for s in [0.01, 0.1, 1.0, 10.0]:
    J = J_series(s)
    print(f"Sheet depth {s:g} nm, d=0: J={J:.3f}, sigma={1e3*sigma_unit*np.sqrt(J):.1f} mV")
for d in [1.0, 2.0]:
    J = J_series(0, d)
    print(f"Set-back {d:g} nm, s=0: J={J:.3f}, sigma={1e3*sigma_unit*np.sqrt(J):.1f} mV")
print(f"J growth per tenfold smaller cut-off radius: {cut_growth:.4f}")
print(f"Natural logarithm of ten: {np.log(10):.4f}")
print(f"Mean depth of thick channel: {mean_depth:.2f} nm")
print(f"Profile parameter b: {b:.2f} nm^-1")
print(f"Equivalent sheet depth: {s_equiv:.3f} nm")
print(f"J, thick channel: {J_thick:.4f}")
print(f"J, sheet at equivalent depth: {J_series(s_equiv):.4f}")
print(f"Main result, sigma of thick channel: {1e3*sigma_thick:.1f} mV")
print(f"Main result in volts: {sigma_thick:.4f} V")
print(f"Random placement, s=2 nm, sigma: {1e3*np.std(results[0]):.1f} mV")
print(f"Random placement, both signs, sigma: {1e3*np.std(signed):.1f} mV")
print(f"Formula for that case, sigma: {1e3*sigma_formula:.1f} mV")
print(f"Half interquartile range, s=0.1 nm: {1e3*half_width[1]:.2f} mV")
print(f"Half interquartile range, s=0: {1e3*half_width[2]:.2f} mV")
print(f"Mean potential, all charges of one sign, d=0: {N*q_eps0*t/eps_ox:.3f} V")
print(f"Bias-induced change of charge density: {added*1e14:.1e} cm^-2")
print(f"Threshold shift magnitude: {added*q_eps0*t/eps_ox:.3f} V")
print(f"Sigma if new charges appear: {1e3*sigma_thick*np.sqrt(1+added/N):.1f} mV")
print(f"Sigma if old charges are neutralized: {1e3*sigma_thick*np.sqrt(1-added/N):.1f} mV")
print(f"Thermal voltage at {T:.0f} K: {1e3*kT:.2f} mV")
print(f"Sigma/(kT/q) at 300 K: {sigma_thick/kT:.2f}")
print(f"Sigma/(kT/q) at 450 K: {sigma_thick/(kT*450/T):.2f}")
print(f"Weak and strong inversion: {weak*1e14:.1e}, {strong*1e14:.1e} cm^-2")
print(f"Linearly screened sigma, weak inversion: {1e3*sigma_weak:.1f} mV")
print(f"Linearly screened sigma, strong inversion: {1e3*sigma_strong:.2f} mV")
print(f"Degeneracy n/(D kT), strong inversion: {strong/(states*kT):.3f}")
print(f"Valleys and in-plane mass: {valleys}, {mass_plane:.1f} m_e")
print(f"Acceptor density: {acceptors*1e21:.1e} cm^-3")
print(f"Band bending: {band_bending:.1f} V")
print(f"Depletion depth: {depletion:.0f} nm")
print(f"Sigma from acceptor ions alone: {1e3*sigma_dopant:.1f} mV")
print(f"Sigma, interface charges and acceptors: {1e3*np.hypot(sigma_thick, sigma_dopant):.1f} mV")
print(f"Sigma change, grounded depletion edge: {100*(edge_ratio-1):.2f} %")
print(f"Permittivity in plane, along axis: {eps_in_plane:.1f}, {eps_axis:.1f}")
print(f"Sigma change, anisotropy: {100*(sigma_aniso/sigma_thick-1):.2f} %")
print(f"In-plane quantum smearing length: {smear:.3f} nm")
print(f"Sigma change, quantum smearing: {100*(sigma_smear/sigma_thick-1):.2f} %")
print(f"Oxide field, weak inversion: {field_weak:.2f} MV/cm")
print(f"Oxide field, strong inversion: {field_strong:.2f} MV/cm")
print("success")
```

Printed output:

```
Oxide thickness: 50 nm
Relative permittivities, oxide and semiconductor: 3.9, 10.0
Charge density: 1.0e+12 cm^-2
Contrast lambda: 0.4388
Constant C(lambda): -0.3388
Prefactor sigma_unit (J=1): 51.93 mV
Sheet depth 0.01 nm, d=0: J=8.179, sigma=148.5 mV
Sheet depth 0.1 nm, d=0: J=5.878, sigma=125.9 mV
Sheet depth 1 nm, d=0: J=3.596, sigma=98.5 mV
Sheet depth 10 nm, d=0: J=1.479, sigma=63.2 mV
Set-back 1 nm, s=0: J=3.568, sigma=98.1 mV
Set-back 2 nm, s=0: J=2.869, sigma=88.0 mV
J growth per tenfold smaller cut-off radius: 2.3025
Natural logarithm of ten: 2.3026
Mean depth of thick channel: 2.50 nm
Profile parameter b: 1.20 nm^-1
Equivalent sheet depth: 2.295 nm
J, thick channel: 2.7982
J, sheet at equivalent depth: 2.7939
Main result, sigma of thick channel: 86.9 mV
Main result in volts: 0.0869 V
Random placement, s=2 nm, sigma: 87.7 mV
Random placement, both signs, sigma: 87.8 mV
Formula for that case, sigma: 88.8 mV
Half interquartile range, s=0.1 nm: 66.08 mV
Half interquartile range, s=0: 66.06 mV
Mean potential, all charges of one sign, d=0: 2.320 V
Bias-induced change of charge density: 1.0e+11 cm^-2
Threshold shift magnitude: 0.232 V
Sigma if new charges appear: 91.1 mV
Sigma if old charges are neutralized: 82.4 mV
Thermal voltage at 300 K: 25.85 mV
Sigma/(kT/q) at 300 K: 3.36
Sigma/(kT/q) at 450 K: 2.24
Weak and strong inversion: 1.0e+10, 5.0e+12 cm^-2
Linearly screened sigma, weak inversion: 75.1 mV
Linearly screened sigma, strong inversion: 9.01 mV
Degeneracy n/(D kT), strong inversion: 0.386
Valleys and in-plane mass: 3, 0.4 m_e
Acceptor density: 1.0e+17 cm^-3
Band bending: 2.8 V
Depletion depth: 176 nm
Sigma from acceptor ions alone: 48.1 mV
Sigma, interface charges and acceptors: 99.3 mV
Sigma change, grounded depletion edge: -2.42 %
Permittivity in plane, along axis: 9.7, 10.0
Sigma change, anisotropy: 1.24 %
In-plane quantum smearing length: 0.784 nm
Sigma change, quantum smearing: -0.65 %
Oxide field, weak inversion: 0.82 MV/cm
Oxide field, strong inversion: 3.14 MV/cm
success
```
